# Logarithmic α² Corrections to Positronium Decay from the Breit Hamiltonian

## 1. What is corrected, and the result

Electron and positron in positronium annihilate when they come within about a Compton length of each other, while the atom itself is larger by a factor of a few hundred. The decay rate is therefore, to leading order, a short-range annihilation factor times the contact density $|\psi(0)|^2$. Relativistic corrections to the binding change this density. They are of relative order $\alpha^2$ at atomic distances, but they grow towards the origin, and the first-order wave function diverges there. The question is what this divergence contributes to the rate.

Hartree units are used: $\hbar=m=e^2=1$, speed of light $1/\alpha$, Compton length $\alpha$. The reduced mass is $1/2$, so the relative motion has

$$H_0=p^2-\frac1r,\qquad \psi_0(r)=\frac{e^{-r/2}}{\sqrt{8\pi}},\qquad E_0=-\frac14 .$$

The rate of the 1S state has the form

$$\Gamma=\Gamma_0\left[1+A\alpha+b\,\alpha^2\ln\frac1\alpha+B\alpha^2+\dots\right],\qquad
b_{\rm para}=2,\quad b_{\rm ortho}=-\frac13, \tag{1}$$

where $\Gamma_0$ is the leading rate for the spin state concerned. This appendix derives $b$. The constants $A$ and $B$ require the annihilation amplitude at distances of order $\alpha$ and are not obtained here.

"Breit Hamiltonian" means the complete interaction of relative order $\alpha^2$. For the ortho state it includes the contact term from virtual annihilation into one photon.

## 2. Why the wave function supplies the logarithm

A logarithm $\ln(1/\alpha)$ arises from the range $\alpha\ll r\ll1$, between the Compton length and the atomic size. Hard loops, with momenta near $1/\alpha$, multiply the contact density by constants.

The annihilation amplitude also depends weakly on the relative momentum. For an S wave the first such correction is proportional to $\alpha^2p^2$, and

$$p^2\psi_0=\left(-\frac14+\frac1r\right)\psi_0=\psi_0(0)\left(\frac1r-\frac34+O(r)\right).$$

This contains a power and a constant, but no $\ln r$. The numerical check confirms the absence of the logarithm by momentum-space quadrature.

Higher insertions are excluded by power counting, which is an estimate and not a separate calculation. Two insertions of order $\alpha^2$ carry $\alpha^4$. In an S wave, a logarithm at short distance multiplies one of the homogeneous solutions, $1$ or $1/r$. The largest possibility is then $\alpha^4 r^{-1}\ln r$, which at $r\sim\alpha$ is of order $\alpha^3\ln\alpha$. One insertion of the Breit Hamiltonian is thus enough for $b$.

## 3. The Breit Hamiltonian on S states

Write the Breit Hamiltonian as $\alpha^2W$. Each particle has the kinetic correction $-\alpha^2p^4/8$, so together they contribute $-p^4/4$ to $W$.

**Charge interaction.** Let the electron scatter from $\mathbf p$ to $\mathbf p'$, the positron from $-\mathbf p$ to $-\mathbf p'$, and let $\mathbf k=\mathbf p'-\mathbf p$. To the order needed, a normalized Dirac spinor is

$$u(\mathbf p)=\begin{pmatrix}(1-\alpha^2p^2/8)\chi\\ (\alpha/2)\,\boldsymbol\sigma\cdot\mathbf p\,\chi\end{pmatrix}.$$

With $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, the charge density of one particle is, as an operator on the two-component spinors,

$$u^\dagger(\mathbf p')u(\mathbf p)=1-\frac{\alpha^2k^2}{8}+\frac{i\alpha^2}{4}\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p).$$

The positron is described by the same spinors with opposite charge. The product of the two densities times $-4\pi/k^2$ is

$$-\frac{4\pi}{k^2}+\pi\alpha^2+\text{spin-orbit}.$$

The spin-orbit part vanishes on S states. The constant is the Darwin contact term, of strength $\pi$ in $W$.

**Transverse photon.** For opposite charges this exchange gives $+(4\pi/k^2)\,\mathbf j_1^\perp\cdot\mathbf j_2^\perp$, where $\perp$ means perpendicular to $\mathbf k$. The energy carried by the photon is neglected in its propagator, as is appropriate to the Breit order in Coulomb gauge. Using $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, the currents are

$$\mathbf j_1=\frac\alpha2\left[\mathbf p+\mathbf p'-i\mathbf k\times\boldsymbol\sigma_1\right],\qquad
\mathbf j_2=\frac\alpha2\left[-(\mathbf p+\mathbf p')+i\mathbf k\times\boldsymbol\sigma_2\right].$$

Since $(\mathbf p+\mathbf p')^\perp=2\mathbf p^\perp$, the spin-independent product gives $-4\pi\alpha^2(p^\perp)^2/k^2$. To transform it to coordinate space, use

$$\frac{4\pi}{k^2}\to\frac1r,\qquad \frac{4\pi k_ik_j}{k^4}\to\frac12\partial_i\partial_jr=\frac{\delta_{ij}-n_in_j}{2r},\qquad \mathbf n=\frac{\mathbf r}{r}.$$

The difference of these expressions is the transverse propagator, and the operator in $W$ is

$$-p_iD_{ij}p_j,\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r}.$$

The spin-spin product is

$$\frac{4\pi}{k^2}\,\frac{\alpha^2}{4}\left[k^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\mathbf k\cdot\boldsymbol\sigma_1)(\mathbf k\cdot\boldsymbol\sigma_2)\right].$$

Its average over directions of $\mathbf k$ is $(2\pi\alpha^2/3)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$. As $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ equals $-3$ in the singlet and $1$ in the triplet, the contact strengths are $-2\pi$ and $2\pi/3$. The remainder is a tensor force. In first order it mixes a D wave into the ortho state. The average of a D wave over the directions of $\mathbf r$ is zero, so it adds nothing to the S-wave amplitude at short distance. It can contribute through the term $\alpha^2p_ip_j$ of the annihilation amplitude. In a D wave a logarithm at short distance multiplies one of the homogeneous solutions, $r^2$ or $r^{-3}$. The response to the tensor force starts with $\alpha^2/r$, so its first possible logarithm is $\alpha^2r^2\ln r$, and the factor $\alpha^2p_ip_j$ turns this into $\alpha^4\ln r$, which does not affect $b$.

The products of one convective and one spin current are spin-orbit terms and vanish on S states.

**Virtual annihilation.** In this paragraph $\hbar=c=1$ and $e^2=4\pi\alpha$. A pair at rest, with energy $2m$, can turn into one photon of frequency $\omega$ and back. The other time order has two pairs and a photon in the intermediate state, with energy $4m+\omega$. Second-order perturbation theory gives the contact strength

$$\frac{e^2J^2}{2\omega}\left[\frac1{2m-\omega}-\frac1{2m+\omega}\right]=\frac{e^2J^2}{4m^2-\omega^2}\;\longrightarrow\;\frac{\pi\alpha J^2}{m^2}\qquad(\omega\to0).$$

The limit is taken because the photon has the total momentum of the pair, which is zero. Here $J^2$ is the squared pair current, summed over three components. For a small total momentum $\mathbf K$ the two transverse polarizations supply two of them. The third comes from the instantaneous Coulomb term $e^2|\rho|^2/K^2$: current conservation gives $2m\rho=\mathbf K\cdot\mathbf J$, so this term equals $e^2J_\parallel^2/4m^2$, with the same factor as the transverse ones. At rest the current operator between the two-component spinors is $\sigma_i$. It is a vector, so it couples to the triplet and not to the singlet. The total strength $\sum_i\mathrm{tr}\,\sigma_i^2=6$ is shared equally by three triplet states, so $J^2=2$. The contact strength is $2\pi\alpha/m^2$, positive because the pair lies above the photon state. One Hartree is $m\alpha^2$ and the delta function carries $(m\alpha)^3$, so this is $2\pi\,\delta(\mathbf r)$ in $W$.

Collecting the terms,

$$W=-\frac{p^4}{4}-p_iD_{ij}p_j+C\,\delta(\mathbf r), \tag{2}$$

$$C_{\rm para}=\pi-2\pi=-\pi,\qquad C_{\rm ortho}=\pi+\frac{2\pi}3+2\pi=\frac{11\pi}3 .$$

The Darwin and spin-spin strengths are tested against exchange amplitudes built from full Dirac spinors. For virtual annihilation the program tests the squared pair current at rest and takes the factor $4\pi/(2m)^2$ from the formula above.

## 4. Action on the ground state

**Kinetic term.** Applying $p^2$ a second time requires $p^2(\psi_0/r)$. For a smooth radial function $g$, $\nabla^2(g/r)=g''/r-4\pi g(0)\delta(\mathbf r)$. With $\psi_0''=\psi_0/4$,

$$p^2\frac{\psi_0}{r}=-\frac{\psi_0}{4r}+4\pi\psi_0(0)\delta(\mathbf r).$$

Therefore

$$p^4\psi_0=-\frac14\left(-\frac14+\frac1r\right)\psi_0-\frac{\psi_0}{4r}+4\pi\psi_0(0)\delta(\mathbf r),$$

$$-\frac{p^4}{4}\psi_0=\left(-\frac1{64}+\frac1{8r}\right)\psi_0-\pi\psi_0(0)\delta(\mathbf r).$$

The delta function must be kept. As far as the singular behaviour is concerned, the kinetic correction acts as an attractive contact term of strength $-\pi$.

**Transverse term.** Since $p_i=-i\partial_i$, the operator is $+\partial_iD_{ij}\partial_j$. The gradient of $\psi_0$ is $n_j\psi_0'$, and $D_{ij}n_j=n_i/r$. Hence

$$-p_iD_{ij}p_j\psi_0=\nabla\cdot\left(\mathbf n\frac{\psi_0'}{r}\right)=\frac1{r^2}\frac{d}{dr}(r\psi_0')=\frac{\psi_0''}{r}+\frac{\psi_0'}{r^2}=\left(\frac1{4r}-\frac1{2r^2}\right)\psi_0 .$$

The flux through a small sphere, $4\pi r^2\psi_0'/r$, vanishes with $r$, so there is no delta function here.

The sum is

$$W\psi_0=q(r)\psi_0+(C-\pi)\psi_0(0)\delta(\mathbf r),\qquad q=-\frac1{2r^2}+\frac3{8r}-\frac1{64}. \tag{3}$$

All spin dependence enters through one number,

$$d=\frac{C-\pi}{4\pi},\qquad d_{\rm para}=-\frac12,\qquad d_{\rm ortho}=\frac23 .$$

## 5. The distorted wave function in closed form

Let $\psi=\psi_0(1+\alpha^2h)$ and let the energy shift be $\alpha^2E_1$. First-order perturbation theory requires

$$(H_0-E_0)(\psi_0h)=-(W-E_1)\psi_0 .$$

On the left, the terms with $h$ undifferentiated cancel because $\psi_0$ solves the unperturbed equation. The rest is $-\psi_0\nabla^2h-2\psi_0'h'$, and $\psi_0'=-\psi_0/2$. Thus, for $r>0$,

$$h''+\left(\frac2r-1\right)h'=q-E_1 . \tag{4}$$

At the origin the delta function requires $\nabla^2h=(C-\pi)\delta(\mathbf r)$ for the most singular part. By Gauss's theorem $4\pi r^2h'\to C-\pi$, that is, $r^2h'\to d$.

Multiplication of (4) by $r^2e^{-r}$ makes the left side a total derivative. With $\kappa=E_1+1/64$, integration from the origin gives

$$r^2e^{-r}h'=d+\int_0^r\left(-\frac12+\frac{3s}8-\kappa s^2\right)e^{-s}\,ds .$$

If the right side had a nonzero limit at infinity, $h'$ would grow as $e^r/r^2$ and $\psi_0h$ would not be normalizable. The limit is $d-\frac12+\frac38-2\kappa$, so

$$\kappa=\frac12\left(d-\frac18\right),\qquad E_1=\kappa-\frac1{64}. \tag{5}$$

This gives $E_1=-21/64$ for para and $49/192$ for ortho, in units of $\alpha^2$ Hartree. The energy shift follows from the same calculation and is a useful check on an implementation of $W$.

The right side can now be written as an integral from $r$ to infinity with the sign of the integrand reversed:

$$r^2e^{-r}h'=e^{-r}\left[\frac12-\frac38(r+1)+\kappa(r^2+2r+2)\right].$$

The constant in the bracket is $\frac18+2\kappa=d$, and the coefficient of $r$ is $2\kappa-\frac38=d-\frac12$. Consequently

$$h'=\frac d{r^2}+\frac{d-\frac12}{r}+\kappa,$$

$$h=-\frac dr+\left(d-\frac12\right)\ln r+\kappa r+h_0 . \tag{6}$$

The constant $h_0$ follows from first-order normalization, $\int|\psi_0|^2h\,d^3r=0$. The radial density is $r^2e^{-r}/2$, with averages $\langle1/r\rangle=1/2$, $\langle r\rangle=3$ and $\langle\ln r\rangle=\Gamma'(3)/2=3/2-\gamma_E$, where $\gamma_E$ is Euler's constant. Thus

$$h_0=\frac d2-\left(d-\frac12\right)\left(\frac32-\gamma_E\right)-3\kappa .$$

Equation (6) is the complete first-order response of the S wave to (2), at all $r>0$.

## 6. Reading off the rate correction

Annihilation resolves distances of order $\alpha$. Evaluate the distortion at $r=\lambda\alpha$, with $\lambda$ a fixed number of order one. To first order in $W$, the relative change of the density is

$$2\alpha^2h(\lambda\alpha)=-\frac{2d\,\alpha}{\lambda}+(1-2d)\,\alpha^2\ln\frac1\alpha+2\left(d-\frac12\right)\alpha^2\ln\lambda+2\alpha^2h_0+O(\alpha^3). \tag{7}$$

The first term depends on $\lambda$ and has no meaning by itself. At this distance the Breit expansion is no longer valid, and the term is part of what a proper calculation of the hard amplitude replaces by the definite coefficient $A$. The terms proportional to $\alpha^2$ without $\ln(1/\alpha)$ likewise belong to $B$. Terms of second order in $W$, left out of (7), are also of order $\alpha^2$ at this distance: the square $\alpha^4h^2$ tends to $d^2\alpha^2/\lambda^2$. By the counting of Section 2 their logarithms begin at $\alpha^3$, so they do not change $b$. The coefficient of $\ln(1/\alpha)$ does not depend on $\lambda$:

$$b=1-2d=\frac32-\frac{C}{2\pi}. \tag{8}$$

This is $2$ for $d=-1/2$ and $-1/3$ for $d=2/3$, as stated in (1).

Equation (8) also shows how the separate interactions contribute:

- The kinetic term acts as a contact of strength $-\pi$ and gives $+1/2$.
- The transverse term gives $+1$. Its source $-1/(2r^2)$ produces $-\frac12\ln r$ in $h$, which is doubled in the density.
- The Darwin term gives $-1/2$.
- The spin-spin term gives $+1$ for para and $-1/3$ for ortho.
- Virtual annihilation gives $-1$ for ortho.

A contact term produces a logarithm only together with the Coulomb interaction. By itself it generates $-d/r$, with $d=C/(4\pi)$ for this term alone. The Coulomb potential acting on $-d/r$ is a source $+d/r^2$, which must be cancelled by $-\nabla^2(a\ln r)=-a/r^2$; hence $a=d$. A repulsive contact therefore lowers the density logarithmically and an attractive one raises it.

The same $b$ holds for the other $n$S states. Near the origin every S state has $\psi'(0)=-\psi(0)/2$, so the sources $-1/(2r^2)$ and $(C-\pi)\delta(\mathbf r)$ in (3) are unchanged relative to $\psi(0)$; the less singular terms do not produce $\ln r$ at this order. The non-logarithmic terms do depend on $n$. For $l>0$ the contact density vanishes and (8) does not apply. For unequal masses the coefficients in (2) change.

## 7. Numbers for positronium

With $1/\alpha=137.036$ one has $\ln(1/\alpha)=4.9202$ and

$$\alpha^2\ln\frac1\alpha=(0.00729735)^2\times4.9202=262.01\ \text{ppm}.$$

The corrections, relative to the leading rate of each state, are

$$\text{para: }2\times262.01=524.02\ \text{ppm},\qquad
\text{ortho: }-\tfrac13\times262.01=-87.34\ \text{ppm}.$$

In the same unit, the para value is the sum $131.00+262.01-131.00+262.01$ from the kinetic, transverse, Darwin and spin-spin terms. For ortho the sum is $131.00+262.01-131.00-87.34-262.01=-87.34$, the last contribution being virtual annihilation. The ortho result is small because of cancellation, and its sign depends on the annihilation term: without it, $b$ would be $+2/3$.

The logarithm is not a substitute for the full $\alpha^2$ correction. Doubling the matching radius changes the logarithmic term of (7) by $-73.82$ ppm for para and $12.30$ ppm for ortho, about one seventh of the term itself in each case. Such a shift is compensated in $B$. The power term at $r=\alpha$ is $0.0073$ for para and $-0.0097$ for ortho, larger than the logarithm; adding it to a rate that already contains $A\alpha$ would count the same physics twice.

The numerical check also obtains the logarithm without using (6). The photon source is smeared over a length of about $1/\Lambda$, which replaces $1/r$ by $\mathrm{erf}(\Lambda r)/r$ in the Coulomb interaction and smears the Breit terms accordingly. The density at the origin is then finite, and by (6) its relative change, in units of $\alpha^2$, should contain $b\ln\Lambda$. The fitted coefficients are $0.5000$ for the kinetic term, $1.0001$ for the transverse term and $-0.5000$ for a contact of strength $\pi$. Combined, they give $b=2.0001$ and $-0.3334$.

At finite distance the two calculations can be compared directly. At $r=1$ bohr, (6) gives $h=1.7978$ for para and $-1.0288$ for ortho; the smeared calculation at the largest $\Lambda$ gives $1.7976$ and $-1.0283$. The program tests that the largest difference over the sampled radii falls by more than a factor of ten between the smallest and the largest $\Lambda$.

## 8. Use in a rate calculation

Insert $b$ from (8) into (1), with $A$ and $B$ taken from one consistent calculation of the annihilation amplitude. Three conditions must be met:

- The logarithm's argument must be $1/\alpha$. Another choice, such as $2/\alpha$, shifts $B$ by $-b\ln2$.
- $\Gamma_0$ must be evaluated with the nonrelativistic density $|\psi_0(0)|^2$. A numerical wave function that includes the Breit Hamiltonian to first order, with a cutoff at a distance much shorter than the atomic size, already contains a logarithm of the cutoff and a larger power term that depends on it, so the corrections in (1) cannot simply be added to its density. Diagonalizing the Breit Hamiltonian is no remedy: the kinetic energy $p^2-\alpha^2p^4/4$ is negative for $p>2/\alpha$ and has no lower bound, so a basis that reaches such momenta gives a lowest state that is not positronium. An even-tempered set of Gaussians $e^{-ar^2}$ with $a$ up to $10^4$ is already enough for this collapse.
- For ortho, virtual one-photon annihilation must be included once, either in $C$ or as a separate correction to the density.

## Table of computed values

```
alpha = 0.0072973526, 1/alpha = 137.035999 (dimensionless)
ln(1/alpha) = 4.920244 (dimensionless)
alpha^2 ln(1/alpha) = 262.010 ppm
Contact strengths from Dirac spinors, in units of pi (a.u.):
  Darwin 1.00000
  spin-spin para -1.99998, ortho 0.66666
  virtual annihilation, ortho 2.00000
  total C para -0.99998, ortho 3.66666
Smeared-source runs: Lambda = 50 to 6400 1/bohr
Fitted ln(Lambda) coefficients of the density (dimensionless):
  kinetic 0.50003, transverse 1.00006, pi*delta -0.50003
Log coefficient of a p^2 kernel term: -0.00172 (a.u.)
para: d = -0.500000, kappa = -0.312500 (a.u.)
  b closed form 2.000000, smeared 2.00011
  E1 closed form -0.328125, smeared -0.328078 (alpha^2 hartree)
  h(0.3 bohr): closed 4.38717, smeared 4.38658
  h(1.0 bohr): closed 1.79778, smeared 1.79756
  h(3.0 bohr): closed -0.25916, smeared -0.25913
  power term -2 d alpha at r = alpha: 0.007297
  log correction to rate: 5.240193e-04 = 524.02 ppm
  change of log term if radius doubles: -73.82 ppm
ortho: d = 0.666667, kappa = 0.270833 (a.u.)
  b closed form -0.333333, smeared -0.33336
  E1 closed form 0.255208, smeared 0.255110 (alpha^2 hartree)
  h(0.3 bohr): closed -2.97460, smeared -2.97335
  h(1.0 bohr): closed -1.02880, smeared -1.02832
  h(3.0 bohr): closed 0.14042, smeared 0.14035
  power term -2 d alpha at r = alpha: -0.009730
  log correction to rate: -8.733655e-05 = -87.34 ppm
  change of log term if radius doubles: 12.30 ppm
Breakdown of the log correction (ppm):
  kinetic 131.00, transverse 262.01
  Darwin -131.00
  spin-spin para 262.01
  spin-spin ortho -87.34
  annihilation ortho -262.01
Ortho b without virtual annihilation: 0.666667
```
